The hyperbolic-sine current law for equal grain barriers in series

At 300 K, 1 V is applied across a model film with ten identical grain barriers in series. One volt corresponds to 39 thermal energies, enough to suggest a violently nonlinear current. Yet if the barriers keep their height, in a sense still to be fixed, the current is 4.62×10⁴ electrons Å⁻² s⁻¹, just 1.75 times what Ohm's law extrapolates from small voltage. What tames the exponential, and what must stay constant for this number to hold?

**1. One barrier, one stream**

The algebra uses atomic units, e = ħ = mₑ = 1, so a voltage drop v is also an energy. J is the magnitude of the electron current density, counted as electrons per area and time.

Consider a grain with an isotropic parabolic band of mass m, in thermal equilibrium at Fermi level μ. Its band edge lies ζ above μ, and a flat barrier has its top U above the band edge. The top is thus h = ζ + U above the Fermi level. With h several kT, the occupation of the states that can cross is the Boltzmann factor exp[−(ζ + k²/2m)/kT].

An electron crosses if its normal kinetic energy kₓ²/2m exceeds U. Assume that it crosses without scattering, that its transverse momentum is conserved, and that there is neither tunnelling nor quantum reflection. Including both spins, the one-way current is

j = [2/(2π)³] ∫ d³k (kₓ/m) exp[−(ζ + k²/2m)/kT], kₓ > √(2mU).

The integral factorizes. With E = kₓ²/2m and dE = (kₓ/m)dkₓ, the normal part is

∫ dE exp(−E/kT), from U to ∞, = kT exp(−U/kT).

The transverse part is a product of two Gaussian integrals, each √(2πmkT), which gives 2πmkT. Therefore

j(h) = (2/8π³)(2πmkT)(kT) exp[−(ζ + U)/kT]
= [m(kT)²/2π²] exp(−h/kT).

A direct sum over momentum states with Fermi–Dirac occupation tests this formula to a relative accuracy of 10⁻⁵ at the example's barrier.

The same Gaussian integrals relate ζ to the electron density N of a neutral grain:

N = (2/8π³)(2πmkT)^(3/2) exp(−ζ/kT) = Nc exp(−ζ/kT),
Nc = 2(mkT/2π)^(3/2), so ζ = kT ln(Nc/N).

The model has m = 0.3 and N = 2×10⁻⁷ Å⁻³, which give ζ = 0.078 eV. At this ζ the Fermi–Dirac density is 1.7 percent below N, so the nondegenerate approximation is adequate but not perfect.

**2. One barrier, two streams**

Now put a grain on each side, with μL − μR = v > 0. Each grain has its own flat Fermi level, and electrons arriving from the other side thermalize there. Let Δ be the height of the barrier top above the midpoint (μL + μR)/2. The left Fermi level is v/2 above the midpoint and the right one v/2 below it, so the two streams see the heights

hL = Δ − v/2, hR = Δ + v/2.

The net current is the difference of the streams:

J = j(hL) − j(hR)
= [m(kT)²/2π²] exp(−Δ/kT) [exp(v/2kT) − exp(−v/2kT)].

Since the last bracket is 2 sinh(v/2kT),

J = 2J₀ sinh(v/2kT), J₀ = [m(kT)²/2π²] exp(−Δ/kT).

Within this emission model the expression holds whatever Δ does, provided that hL stays several kT and the top stays above both band edges. It becomes a sinh law for the measured current when Δ does not depend on v. This is the sense in which the barrier height must be "unchanged by bias": the top stays fixed relative to the midpoint of the two Fermi levels.

The other reading gives a different law. Suppose the height seen from the injecting grain is fixed at its zero-bias value, hL = Δ(0). Then hR = Δ(0) + v, and with J₀ taken at zero bias

J = J₀[1 − exp(−v/kT)].

This current saturates at J₀, because bias merely shuts off the return stream. In the sinh case it also helps the forward stream, by v/2.

*Limit of small drop.* Both laws reduce to J = J₀v/kT, so the linear conductance cannot tell them apart. They separate quickly. At v = 0.01 V the sinh law is 0.6 percent above the linear law, while the saturating law is 17 percent below it. At v = 0.10 V they give 4.62×10⁴ and 6.7×10³ electrons Å⁻² s⁻¹.

**3. Ng identical barriers**

Place Ng such barriers in series, and neglect the resistance of the grain interiors. In the steady state no grain accumulates charge, so every barrier carries the same J. For constant Δ,

dJ/dv = (J₀/kT) cosh(v/2kT) > 0.

A strictly increasing function takes each value at most once. Identical barriers with the same current therefore have the same drop, and since the drops add up to V, each is V/Ng:

J = 2J₀ sinh(V/2NgkT).

In ordinary units the argument is eV/(2NgkT). Equal sharing is thus a consequence of current continuity and identical barriers. It was tested by starting a chain of ten from uneven Fermi levels and solving for flux balance in every grain; the drops came out equal.

For the example J₀ = 6.83×10³ electrons Å⁻² s⁻¹, or 10.9 A cm⁻². At V = 1 V and Ng = 10,

V/(2NgkT) = 0.10/(2 × 0.02585) = 1.934,
J = 2 × 6.825×10³ × sinh(1.934) = 4.62×10⁴ electrons Å⁻² s⁻¹,

which is 74 A cm⁻². This answers the first part of the opening question. The 39 thermal energies are divided by ten because the barriers share the voltage, and by two because half of each drop lowers the forward height. What is left is an argument near 2, where the sinh is 1.75 times its tangent at the origin.

*Limit of small V.* Here J = J₀V/(NgkT), and each barrier adds kT/J₀ to V/J, the product of resistance and area. The same form follows for fixed V as Ng becomes large, so a film with many barriers looks ohmic even though its resistance is thermally activated.

*Limit of large V.* If Δ stays constant and each drop is several kT, J approaches J₀ exp(V/2NgkT). The current then grows by a factor of e for each 2NgkT, which is 0.52 V here. This growth ends at the latest when the barrier top reaches the band edge of the injecting grain.

**4. One barrier is higher**

Let barrier i have its own constant Δᵢ and prefactor J₀ᵢ. Inverting the sinh law gives

vᵢ = 2kT asinh(J/2J₀ᵢ), Σ vᵢ = V.

The sum increases with J, so V fixes a single current. The drops are no longer equal.

*Small V.* Since asinh y ≈ y, vᵢ ≈ kT J/J₀ᵢ, which is proportional to exp(Δᵢ/kT). Raise one of the ten barriers by δ = 0.05 eV. Then exp(δ/kT) = exp(1.934) = 6.92, and its share of the voltage is

6.92/(9 + 6.92) = 43.5 percent,

against 10 percent under equal sharing. The total resistance rises from 10 units to 15.92, so the current falls to 0.63 of its former value.

*Large V.* Now asinh y ≈ ln(2y), so vᵢ ≈ 2kT ln(J/J₀ᵢ). The high barrier takes 2δ = 0.10 V more than each of the others, a fixed excess instead of a fixed share. Summing the drops gives

2NgkT ln(J/J₀) + 2δ = V,

and the current is reduced by the factor exp(−δ/NgkT) = exp(−0.193) = 0.82.

At 1 V the full solution gives 0.189 V on the high barrier and 0.090 V on each of the others, with the current at 0.82 of its equal-barrier value. This is already close to the second limit. Bias evens out the relative shares, but it does not remove the difference between the drops. These figures assume constant Δᵢ. With the fixed interface charges of sections 5 and 6 they become 0.201 V, 0.089 V and 0.81.

**5. What holds the barrier top in place**

So far Δ has been assumed constant. Electrostatics decides whether it is. Let the boundary hold a fixed negative sheet charge of Nt electrons per area, and let each grain contain N ionized donors per volume. The relative permittivity is ε, and c = 4π/ε.

In one grain, let U(x) be the band edge measured from its value in the neutral middle. With a flat Fermi level, the electron density is N exp(−U/kT) and the charge density is N[1 − exp(−U/kT)]. Poisson's equation for the electrostatic potential carries a minus sign; the electron's potential energy is minus that potential, so the sign turns positive:

U″ = cN[1 − exp(−U/kT)].

Multiply by U′. Both sides become derivatives:

d/dx (U′²/2) = cN d/dx [U + kT exp(−U/kT)].

Integrate from the neutral middle, where U = 0 and U′ = 0, to the interface, where U = φ:

U′²/2 = cN[φ − kT + kT exp(−φ/kT)].

For φ several kT the exponential can be dropped. With ψ = φ − kT, the slope at the interface has magnitude

s = √(2cNψ).

The shift by kT accounts for the electrons that remain at the edge of the depleted region.

Next, integrate Poisson's equation across the charged sheet. The band edge rises with slope sL on the left and falls with slope sR on the right, so U′ jumps by −(sL + sR). The sheet's contribution to the right-hand side is −cNt. Hence

sL + sR = cNt, or √(2cN)(√ψL + √ψR) = cNt.

At zero bias the two sides are equal, and 2√(2cNψ₀) = cNt. Squaring gives

ψ₀ = cNt²/(8N).

Since Nt is fixed, the sum of the roots keeps its zero-bias value:

√ψL + √ψR = 2√ψ₀.

The bias lowers the right-hand band edge by v relative to the left one. Seen from the right, the same top is therefore higher by v, so ψR − ψL = v. Factor this difference:

(√ψR − √ψL)(√ψR + √ψL) = v, so √ψR − √ψL = v/(2√ψ₀).

Half the sum plus or minus half the difference gives the individual roots, and squaring them gives

ψL = ψ₀(1 − v/4ψ₀)² = ψ₀ − v/2 + v²/(16ψ₀),
ψR = ψ₀(1 + v/4ψ₀)² = ψ₀ + v/2 + v²/(16ψ₀).

The linear terms are the ∓v/2 of the sinh law. Adding ζ + kT to the mean of ψL and ψR gives

Δ(v) = ζ + kT + ψ₀ + v²/(16ψ₀).

So fixed interface charge keeps Δ constant to first order in v, and raises it at second order.

In the example ε = 10 and Nt = 1.4×10⁻⁴ Å⁻². These give ψ₀ = 0.222 eV, a zero-bias band bending φ₀ = ψ₀ + kT = 0.248 eV, and Δ(0) = 0.326 eV. At v = 0.10 V the mean band bending should rise by

0.10²/(16 × 0.2217) = 0.0028 eV,

from 0.2475 to 0.2503 eV. A finite-difference solution of the nonlinear Poisson equation, with the electrons retained, gives 0.2503 eV. At 0.20 V the left-hand height from that solution differs from the formula by about 3×10⁻⁵ eV. The neglected term kT exp(−φL/kT) is about 6×10⁻⁵ eV there, a comparable size.

**6. The current with fixed interface charge**

Insert Δ(v) into the two-stream result, and let J₀ now denote its zero-bias value:

J = 2J₀ exp[−v²/(16ψ₀kT)] sinh(v/2kT).

Equal sharing must be checked again, since the new factor decreases with v. Differentiate the logarithm:

d ln J/dv = (1/2kT) coth(v/2kT) − v/(8ψ₀kT)
= (1/2kT)[coth(v/2kT) − v/(4ψ₀)].

For 0 < v < 4ψ₀ the coth exceeds 1 and the second term is below 1, so J still increases. Identical barriers working in this range share the voltage equally, and v = V/Ng remains correct. The formula itself fails before v reaches 4ψ₀, because φL must remain several kT. At 0.20 V per barrier φL is 0.159 eV, or 6kT, which is still sufficient.

*Limit of small v.* Expanding both factors to second order gives

J ≈ (J₀v/kT)[1 + v²/(24k²T²) − v²/(16ψ₀kT)].

The correction removes a fraction 1.5kT/ψ₀ of the leading curvature, 17 percent here. At 0.01 V per barrier the excess over the linear law indeed falls, from about 0.6 to 0.5 percent.

*Larger v.* The sinh law overstates the fixed-charge current. The correction factor stays above 0.9 as long as

v < 4√[ψ₀kT ln(1/0.9)] = 0.098 V.

The scale is √(ψ₀kT), not ψ₀, because a small rise of the barrier matters as soon as it is comparable with kT. For ten barriers the limit is V = 0.98 V, so the opening example lies at the edge of the range:

- At 1 V the factor is 0.897, and the current is 4.15×10⁴ instead of 4.62×10⁴ electrons Å⁻² s⁻¹ (66 instead of 74 A cm⁻²).
- At 2 V the factor is 0.646, and the current is 2.11×10⁵ instead of 3.26×10⁵ electrons Å⁻² s⁻¹.

This affects any attempt to count barriers from the slope of ln J. In the exponential regime the sinh law suggests the estimate Ng ≈ δV/(2kT δ ln J), where δ marks the change between two voltages. Between 1 and 2 V the sinh currents give δ ln J = 1.95 and an estimate of 9.9. The fixed-charge currents give δ ln J = 1.63 and an estimate of 11.9, although the film has ten barriers.

**7. If the interface charge can grow**

The saturating law of section 2 can now be translated into a charge. It requires ψL = ψ₀ at every bias, hence ψR = ψ₀ + v. The sheet charge is proportional to √ψL + √ψR, so it would have to grow by the factor

Nt(v)/Nt(0) = ½[1 + √(1 + v/ψ₀)].

At v = 0.10 V this is ½(1 + √1.451) = 1.10. This increase, 10.2 percent, would reduce the current from 4.15×10⁴ to 6.7×10³ electrons Å⁻² s⁻¹. An interface charge that hardly responds to bias therefore gives the sinh law at small drops. To keep Δ exactly constant, the charge would even have to fall slightly, by 0.6 percent at v = 0.10 V. States that fill as the voltage rises move the current towards saturation, but not along the law of section 2, which needs Δ = Δ(0) + |v|/2. If the traps capture from both streams and emit over the top, their filling follows the sum j(hL) + j(hR). A very large density of states holds this sum at 2J₀ and gives J = 2J₀ tanh(v/2kT), which saturates at 2J₀ and is 1.31×10⁴ electrons Å⁻² s⁻¹ at v = 0.10 V. In that trap model a uniform density of 10¹² states cm⁻² eV⁻¹ already lowers the fixed-charge current at 0.10 V by 24 percent.

**8. Other conditions on the example**

Charge balance sets the depleted width. At zero bias it is Nt/2N = 350 Å on each side of a boundary. Under bias one side widens and the other narrows, but the sum stays at 700 Å because Nt is fixed. A 2000 Å grain, with one such side at each end, keeps about 1300 Å between the nominal depletion edges. These edges are gradual: at zero bias the electron density is within 10 percent of N over about 1000 Å. Much smaller grains would be depleted throughout, and the boundary condition U = U′ = 0 used in section 5 would fail.

Near the top, at zero bias, the barrier falls by kT in about 21 Å. The mean free path must be several times longer than this for collisionless crossing to be a fair description. Otherwise some electrons are scattered back near the top, the current is reduced, and J₀ is no longer the emission value.

The interface charge has been treated as a smooth sheet. At the density used here, the trapped electrons are on average about 85 Å apart, more than the 21 Å over which the top falls by kT. A real barrier top would therefore be uneven, and its low spots would carry more than their share of the current. The donors, about 170 Å apart, are no smoother on the scale of the 350 Å depleted width. They have also been taken as fully ionized. Hydrogenic donors with m = 0.3 and ε = 10 bind by 0.041 eV, and only 68 percent of them would be ionized at ζ = 0.078 eV. J₀ would then fall to 0.71 of its value if N is the total donor density, or rise about 15-fold if N is the electron density and the donors are correspondingly more numerous. Tunnelling through the thin top and quantum reflection are also left out. On the smooth fixed-charge profile they together raise the current by a factor of 1.59 at small bias and 1.55 at 0.20 V per barrier, so they change its size much more than its shape. The resistance of the grain interiors is neglected as well. The absolute currents therefore belong to this model and are not predictions for a particular film. The numerical output lists the currents at four voltages for each of the laws compared here.

Table of computed values

```
temperature: 300 K
effective mass: 0.3 electron masses
relative permittivity: 10
donor density N: 2.0e-07 angstrom^-3
trapped sheet density Nt: 1.4e-04 angstrom^-2
grain length: 2000 angstrom
number of barriers Ng: 10
kT: 0.02585 eV
zeta: 0.0782 eV
psi0: 0.2217 eV
phi0: 0.2475 eV
Delta at zero bias: 0.3257 eV
depleted width per side, Nt/2N: 350 angstrom
length for fall by kT: 20.4 angstrom
density error of Boltzmann form: 1.67 percent
J0: 6.8254e+03 electrons/(angstrom^2 s)
J0 converted: 10.936 A/cm^2
Currents below in electrons/(angstrom^2 s)
V = 0.1 V, drop per barrier: 0.01 V
  linear law: 2.6402e+03
  sinh law: 2.6567e+03
  fixed charge: 2.6538e+03
  fixed-charge factor: 0.9989
  saturating law: 2.1895e+03
V = 0.5 V, drop per barrier: 0.05 V
  linear law: 1.3201e+04
  sinh law: 1.5357e+04
  fixed charge: 1.4944e+04
  fixed-charge factor: 0.9731
  saturating law: 5.8388e+03
V = 1.0 V, drop per barrier: 0.10 V
  linear law: 2.6402e+04
  sinh law: 4.6230e+04
  fixed charge: 4.1453e+04
  fixed-charge factor: 0.8967
  saturating law: 6.6828e+03
V = 2.0 V, drop per barrier: 0.20 V
  linear law: 5.2804e+04
  sinh law: 3.2649e+05
  fixed charge: 2.1106e+05
  fixed-charge factor: 0.6464
  saturating law: 6.8224e+03
sinh law at 1 V converted: 74.07 A/cm^2
fixed charge at 1 V converted: 66.41 A/cm^2
drop where factor is 0.9: 0.0983 V
Poisson solution: left height, formula, mean height
  drop 0.0 V: 0.24752, 0.24752, 0.24752 eV
  drop 0.1 V: 0.20033, 0.20034, 0.25033 eV
  drop 0.2 V: 0.15876, 0.15880, 0.25876 eV
one barrier raised by: 0.05 eV
  its share at small bias: 43.5 percent
  its drop at 1 V: 0.1886 V
  each other drop at 1 V: 0.0902 V
  current relative to equal barriers: 0.8185
```
